# Skin Depth and the NMR Line of a Copper Plate

**The situation.** A wide copper plate of thickness $d$ is placed in a static magnetic field $B$ that lies in the plane of the plate. A coil applies a radio-frequency magnetic field, also in the plane but perpendicular to $B$. It has the same real peak amplitude $H_1$ and the same phase at both faces. The frequency is fixed at 100 MHz, $B$ is swept slowly through the nuclear resonance, and the power absorbed by the plate is recorded.

**Data and conventions.** The conductivity is $\sigma=5.8\times10^7$ S/m, a rough room-temperature value. The nuclear line is modelled as a Lorentzian with $T_2=100$ µs; this is a chosen value, not a calculation of the line of copper. SI units are used. Oscillating quantities carry the factor $e^{+i\omega t}$, and the nuclear susceptibility is $\chi=\chi'-i\chi''$ with $|\chi|\ll1$, so that $\chi''>0$ means absorption. The right-handed axes $(a,n,s)$ point along the rf field, the plate normal and the static field. Depth $z$ is measured along $n$ from one face. The response is linear, the spins do not move, and $\sigma$ is constant during the sweep. Powers are time averages per unit area of plate, both faces together.

## Part (a)

**Question.** Derive the equation for the rf field in the metal. Find the skin depth at 100 MHz and check the assumptions behind it.

**Answer.** The rf field has the component $H(z)$ along $a$. With Ohm's law $J=\sigma E$ and no displacement current, $\nabla\times\mathbf H=\sigma\mathbf E$. Since the fields vary only along $n$, and $\hat n\times\hat a=-\hat s$, the electric field points along $s$:

$$E=-\frac{1}{\sigma}\frac{dH}{dz}.$$

Faraday's law is $\nabla\times\mathbf E=-i\omega\mathbf B$. Because $\hat n\times\hat s=\hat a$, its $a$ component reads $dE/dz=-i\omega\mu_0(1+\chi)H$. Inserting $E$ gives

$$\frac{d^2H}{dz^2}=k^2H,\qquad k^2=i\omega\mu_0\sigma(1+\chi).$$

Without the nuclei, define $\delta$ by $\omega\mu_0\sigma=2/\delta^2$. Then $k^2=2i/\delta^2$, and since $(1+i)^2=2i$,

$$k=\frac{1+i}{\delta},\qquad \delta=\sqrt{\frac{2}{\omega\mu_0\sigma}}.$$

Far from the other face the field is $H_1e^{-z/\delta}e^{-iz/\delta}$. It falls by a factor $e$ in the depth $\delta$, and over the same depth its phase lags by one radian. Numerically,

$$\delta=\sqrt{\frac{2}{(6.2832\times10^8\ \mathrm{s^{-1}})\,\mu_0\,(5.8\times10^7\ \mathrm{S/m})}}=6.6\ \text{µm}.$$

Ohm's law in local form requires an electron mean free path much shorter than $\delta$ and a collision time $\tau$ much shorter than $1/\omega$. A free-electron estimate uses $\tau=\sigma m_e/(n_ee^2)$ and $v_F=\hbar(3\pi^2n_e)^{1/3}/m_e$. With the rough density $n_e=8.5\times10^{28}$ m$^{-3}$ it gives $v_F\tau=38$ nm and $\omega\tau=1.5\times10^{-5}$. The ratio of displacement to conduction current is $\omega\varepsilon_0/\sigma\approx10^{-10}$. All three conditions hold. The static field, about 8.8 T for $^{63}$Cu at 100 MHz, gives $eB\tau/m_e\approx0.04$, and the current flows along $B$, so the effect of this field on $\sigma$ is neglected. In a cold, pure metal the mean free path may reach $\delta$, and this local description then fails.

## Part (b)

**Question.** Obtain $\chi'$ and $\chi''$ near resonance from the Bloch equations. Does the rf magnetization along the plate normal matter?

**Answer.** Let $\omega_0=\gamma B$, with $\gamma>0$ including any Knight shift, and let the static magnetization be $M_0=\chi_0B/\mu_0$. Then $\gamma\mu_0M_0=\chi_0\omega_0$. The linearised equations $\dot{\mathbf M}=\gamma\mu_0\mathbf M\times\mathbf H-\mathbf M/T_2$ for the transverse components are, with $q=i\omega+1/T_2$,

$$qM_a=\omega_0M_n-\chi_0\omega_0H_n,\qquad qM_n=\chi_0\omega_0H-\omega_0M_a.$$

The normal component of Faraday's law contains only derivatives along the plate, which vanish. Hence $B_n=0$ and $H_n=-M_n$. The first equation becomes $qM_a=\omega_0(1+\chi_0)M_n$. Solving it for $M_n$ and inserting the result in the second gives

$$\chi=\frac{M_a}{H}=\frac{\chi_0\omega_0^2(1+\chi_0)}{q^2+\omega_0^2(1+\chi_0)}.$$

The normal field therefore moves the resonance from $\omega_0$ to about $\omega_0(1+\chi_0/2)$. Measured in half-widths $1/T_2$, this shift is

$$\chi_m=\tfrac12\chi_0\omega T_2,$$

which will prove to be the peak value of $\chi''$. Since $\chi_m\ll1$, the normal component may be dropped.

What remains is $\chi=\chi_0\omega_0^2/(q^2+\omega_0^2)$. Factorise the denominator as $(q+i\omega_0)(q-i\omega_0)$. Near resonance the first factor is close to $2i\omega_0$. With the field offset in half-widths,

$$y=(\gamma B-\omega)T_2,$$

the second factor is $(1-iy)/T_2$. Therefore

$$\chi=\frac{\chi_m}{i(1-iy)}=\frac{-i\chi_m(1+iy)}{1+y^2}=\chi_m\frac{y-i}{1+y^2},$$

$$\chi'=\frac{\chi_m\,y}{1+y^2},\qquad \chi''=\frac{\chi_m}{1+y^2}.$$

The absorption $\chi''$ is even about the true centre $y=0$ and the dispersion $\chi'$ is odd. The terms neglected in this near-resonance step are smaller by a factor of order $1/(\omega T_2)$, and here $\omega T_2=6.3\times10^4$.

## Part (c)

**Question.** For $d\gg\delta$, find the part of the absorbed power that is due to the nuclei, to first order in $\chi$.

**Answer.** Each face acts alone, with $H=H_1e^{-kz}$ and surface electric field $E(0)=kH_1/\sigma$. The Poynting vector points inward, because $\hat s\times\hat a=\hat n$. The power entering one face is $\tfrac12H_1^2\,\mathrm{Re}\,Z$, where the surface impedance is

$$Z=\frac{E(0)}{H_1}=\frac{k}{\sigma}=\frac{1+i}{\sigma\delta}\sqrt{1+\chi}\approx\frac{1+i}{\sigma\delta}\left(1+\frac{\chi}{2}\right).$$

The product that matters is

$$(1+i)(\chi'-i\chi'')=(\chi'+\chi'')+i(\chi'-\chi'').$$

Its real part gives $\Delta\,\mathrm{Re}\,Z=(\chi'+\chi'')/(2\sigma\delta)$. The definition of $\delta$ implies $1/(\sigma\delta)=\omega\mu_0\delta/2$. The two faces together therefore absorb

$$P=P_0\left[1+\frac{\chi'+\chi''}{2}\right],\qquad P_0=\tfrac12\omega\mu_0\delta H_1^2.$$

The background $P_0$ is eddy-current heating, with a surface resistance $1/(\sigma\delta)=2.6$ mΩ. The nuclear signal contains absorption and dispersion with equal weight and the same sign. This follows from the 45° phase of $k$ and holds for any weak linear susceptibility, whatever its line shape.

## Part (d)

**Question.** Dispersion by itself dissipates nothing. How can $\chi'$ appear in an absorbed power?

**Answer.** Separate the power given to the spins from the Joule heat. The spins receive, per unit volume,

$$\tfrac12\mathrm{Re}\left[i\omega\mu_0(1+\chi)\right]|H|^2=\tfrac12\omega\mu_0\chi''|H|^2.$$

To leading order $|H|^2=H_1^2e^{-2z/\delta}$, whose integral is $H_1^2\delta/2$ for each face. Both faces give

$$P_{\rm spin}=P_0\,\chi''.$$

The Joule heat per unit volume is $|J|^2/(2\sigma)$ with $|J|=|kH|$. Integrating $|H|^2=H_1^2e^{-2z\,\mathrm{Re}\,k}$ and adding the two faces gives

$$P_{\rm J}=\frac{H_1^2}{2\sigma}\,\frac{|k|^2}{\mathrm{Re}\,k}.$$

To first order $|k|^2=(2/\delta^2)(1+\chi')$, and by the product in part (c) $\mathrm{Re}\,k=(1/\delta)[1+(\chi'+\chi'')/2]$. Dividing,

$$P_{\rm J}=\frac{H_1^2}{\sigma\delta}\left[1+\chi'-\frac{\chi'+\chi''}{2}\right]=P_0\left[1+\frac{\chi'-\chi''}{2}\right].$$

The sum of $P_{\rm spin}$ and $P_{\rm J}$ reproduces part (c). The dispersive signal is thus a change of eddy-current heating. A positive $\chi'$ raises the squared current density at the surface by the fraction $\chi'$, while the heated layer becomes thinner by the fraction $\chi'/2$; half the increase survives. The absorption $\chi''$ makes the layer thinner without changing $|k|^2$ in first order, so half of what the spins gain is offset by reduced Joule heat.

A finite-difference solution of the field equation for $d=20\delta$ tests this budget. In units of $P_0$, the Joule heat changes by $0.500$ per unit $\chi'$ and $-0.500$ per unit $\chi''$, and the direct spin loss by $1.000$ per unit $\chi''$.

## Part (e)

**Question.** Where are the extrema of the thick-plate signal? Find the error made if the maximum is taken for the line centre.

**Answer.** From parts (b) and (c), the signal is proportional to

$$f(y)=\frac{\chi'+\chi''}{\chi_m}=\frac{1+y}{1+y^2}.$$

The numerator of $f'$ is $(1+y^2)-2y(1+y)=1-2y-y^2$. It vanishes at $y=-1\pm\sqrt2$. At the upper root, $1+y=\sqrt2$ and $1+y^2=4-2\sqrt2$, so

$$f_{\max}=\frac{\sqrt2}{4-2\sqrt2}=\frac{\sqrt2\,(4+2\sqrt2)}{8}=\frac{1+\sqrt2}{2}\approx1.207.$$

At the lower root, $1+y=-\sqrt2$ and $1+y^2=4+2\sqrt2$, so

$$f_{\min}=\frac{-\sqrt2\,(4-2\sqrt2)}{8}=\frac{1-\sqrt2}{2}\approx-0.207.$$

The maximum lies $\sqrt2-1=0.414$ half-widths above the true centre in field. On the low-field side the signal crosses zero at $y=-1$ and has a shallow minimum at $y=-2.414$. There the total power is below its background, although the spins themselves still absorb.

The half-width is $1/(2\pi T_2)=1591.5$ Hz, so the displacement is

$$0.4142\times1591.5\ \mathrm{Hz}=659\ \mathrm{Hz},$$

or 6.6 ppm of 100 MHz. The field at the maximum is too high by this fraction, and the ratio $\omega/B$ inferred from it is too low by the same fraction. The error is proportional to the linewidth. These figures belong to the chosen Lorentzian. A dipolar second-moment estimate for polycrystalline copper gives an rms width of about 2.7 kHz; for a Gaussian line of that width the maximum lies 0.54 half-widths off centre, about 1.7 kHz.

Complete sweeps combining numerical Bloch and field solutions were made with $\chi_m=10^{-3}$. They place the maximum at $y=0.413$ and the minimum at $y=-2.42$. Agreement with the formulas was tested to 0.005 and 0.03 half-widths respectively; deviations of order $\chi_m$ are expected from the neglected terms.

Sweeping the field matters for the background. If the frequency were swept at constant $H_1$, $P_0\propto\omega\delta\propto\sqrt\omega$ would change by the fraction $1/(2\omega T_2)$ per half-width. Near resonance the power would then vary as $1+\tfrac12\chi_mf(y)-y/(2\omega T_2)$, because $y$ falls as $\omega$ rises. A local maximum exists only if $\omega T_2\chi_m$ exceeds about 0.78, because the largest value of $f'$ is 1.2745, reached at $y=-0.268$. It obeys $f'(y)=1/(\omega T_2\chi_m)>0$ and so lies at a smaller $y$ than $\sqrt2-1$. This extra shift is negligible only if $\chi_m$ is much larger than $1/(\omega T_2)$. That is not the case here at room temperature. The Curie susceptibility of $^{63}$Cu at 300 K is about $1.3\times10^{-9}$, which with the chosen $T_2$ gives $\chi_m\approx4\times10^{-5}$ and $\omega T_2\chi_m\approx2.5$; the maximum of a frequency sweep would then lie near $y=0.24$.

## Part (f)

**Question.** Extend the result to any thickness. Is the thick plate the worst case?

**Answer.** Let $h$ be the field without nuclei and $H$ the field with them, both equal to $H_1$ at the faces. They obey $h''=k_0^2h$ and $H''=k_0^2(1+\chi)H$, with $k_0=(1+i)/\delta$. Multiply the second equation by $h$, the first by $H$, subtract and integrate:

$$\bigl[hH'-Hh'\bigr]_0^d=k_0^2\chi\int_0^d hH\,dz.$$

The power entering through both faces is $P=\tfrac12H_1\mathrm{Re}[E(0)-E(d)]=(H_1/2\sigma)\mathrm{Re}[H'(d)-H'(0)]$. The left side above is $H_1$ times the change of $H'(d)-H'(0)$. Using $k_0^2/\sigma=i\omega\mu_0$ and replacing $H$ by $h$ on the right, which is correct to first order,

$$\Delta P=\tfrac12\omega\mu_0H_1^2\,\mathrm{Re}(i\chi G),\qquad G=\int_0^d\frac{h^2}{H_1^2}\,dz.$$

The square is $h^2$, not $|h|^2$, so the phase lag counts twice. The symmetric solution is $h=H_1\cosh[k_0(z-d/2)]/\cosh(k_0d/2)$, and integrating $\cosh^2$ gives

$$G=\frac{d/2+\sinh(k_0d)/(2k_0)}{\cosh^2(k_0d/2)}.$$

Write $G=|G|e^{-i\varphi}$. Since $i\chi=\chi''+i\chi'$,

$$\Delta P=\tfrac12\omega\mu_0H_1^2|G|\,(\chi''\cos\varphi+\chi'\sin\varphi).$$

The line shape is $(\cos\varphi+y\sin\varphi)/(1+y^2)$. Put $y=\tan\theta$, so that $1/(1+y^2)=\cos^2\theta$. The shape becomes

$$\cos\theta\,(\cos\theta\cos\varphi+\sin\theta\sin\varphi)=\cos\theta\cos(\theta-\varphi)=\tfrac12[\cos\varphi+\cos(2\theta-\varphi)].$$

Its maximum is at $2\theta=\varphi$, hence at

$$y_{\max}=\tan(\varphi/2).$$

*Thin plate.* Expanding for $d\ll\delta$, $h^2/H_1^2\approx1+k_0^2[(z-d/2)^2-d^2/4]$. The average of $(z-d/2)^2$ is $d^2/12$, so $G\approx d(1-k_0^2d^2/6)=d[1-id^2/(3\delta^2)]$ and $\varphi\approx d^2/(3\delta^2)$. The line is nearly pure absorption.

*Thick plate.* Keeping the first correction in $e^{-k_0d}$,

$$G\approx\frac{1}{k_0}\left[1+2(k_0d-1)e^{-k_0d}\right].$$

The leading term $1/k_0=\delta(1-i)/2$ has $\varphi=45^\circ$ and returns part (c). With $r=d/\delta$, the imaginary part of the correction gives, in radians,

$$\varphi\approx\frac{\pi}{4}-2e^{-r}\left[r\cos r-(r-1)\sin r\right].$$

The bracket changes sign as $r$ grows, so $\varphi$ approaches 45° through values on both sides of it. At $r=3$ the bracket is negative and $\varphi$ exceeds 45°; at $r=6$ it is positive and $\varphi$ is smaller. The full expression for $G$ gives:

| $d/\delta$ | $d$ (µm) | $\varphi$ (degrees) | $y_{\max}$ |
|---|---|---|---|
| 0.5 | 3.3 | 4.8 | 0.042 |
| 1 | 6.6 | 18.8 | 0.165 |
| 2 | 13.2 | 59.9 | 0.576 |
| 3 | 19.8 | 68.6 | 0.682 |
| 6 | 39.7 | 43.0 | 0.394 |
| 10 | 66.1 | 45.0 | 0.414 |

The thick plate is not the worst case. The phase is largest, 72°, at $d=2.65\delta$. A foil with $d=3\delta$ (19.8 µm) displaces the maximum by $0.682\times1591.5\approx1090$ Hz, against 659 Hz for a thick plate. A 3.3 µm foil reduces the displacement to about 66 Hz. Being thinner than a few skin depths is therefore not enough; the thickness must be well below one. Further values are in the numerical output.

## Part (g)

**Question.** Can the true centre be recovered from a thick plate?

**Answer.** Yes, if the linear model holds. The complex impedance change of one face is

$$\Delta Z=\frac{1+i}{2\sigma\delta}\,\chi=\frac{e^{i\pi/4}}{\sqrt2\,\sigma\delta}\,\chi.$$

A receiver that records both quadratures can multiply the signal by $e^{-i\pi/4}$ and so separate $\chi'$ from $\chi''$. The equal mixture belongs to the absorbed power, or to a detector of the surface electric field whose phase is locked to the surface magnetic field $H_1$. With power data alone, one can fit $f(y)$ plus a constant background instead of reading off the maximum.

Both remedies assume that $\chi$ is the same at every depth. Strong rf fields violate this: spins near the surface saturate before deeper ones, $\chi$ then depends on $z$, and the weights found here no longer apply. If the line is not Lorentzian, the equal mixture in a thick plate remains, but the displacement $\sqrt2-1$ must be replaced by the value for the actual line shape.

## Numbers as computed

```
conductivity (rough input): 5.80e+07 S/m
frequency: 100 MHz
angular frequency: 6.2832e+08 rad/s
skin depth, formula: 6.609 micrometre
skin depth, numerical field: 6.609 micrometre
electron density (rough input): 8.5e+28 m^-3
electron mean free path: 38 nm
omega*tau of electrons: 1.5e-05 (no unit)
displacement/conduction current: 9.6e-11 (no unit)
surface resistance: 2.609 milliohm
Thick plate (d = 20 delta), loss per unit chi, numerical,
in units of omega*mu0*delta*H1^2/2:
  Joule loss per chi': 0.5000
  Joule loss per chi'': -0.5000
  direct spin loss per chi'': 1.0000
  total per chi': 0.5000
  total per chi'': 0.5000
Thickness: d/delta, d (micrometre), phi (degree), peak y (half-widths)
   0.2    1.32    0.76  0.0067
   0.5    3.30    4.77  0.0416
   1.0    6.61   18.76  0.1652
   2.0   13.22   59.90  0.5762
   3.0   19.83   68.62  0.6824
   4.0   26.43   45.49  0.4193
   6.0   39.65   43.01  0.3940
  10.0   66.09   45.02  0.4144
  20.0  132.17   45.00  0.4142
largest phi: 72.12 degree at d/delta = 2.65
Field sweep, numerical, chi_m = 1e-03, d = 20 delta:
  maximum at y = 0.413 half-widths
  minimum at y = -2.42 half-widths
  maximum of (chi'+chi'')/chi_m: 1.207
  minimum of (chi'+chi'')/chi_m: -0.207
Formula: maximum at y = 0.4142, minimum at y = -2.4142
Formula: extreme values 1.2071 and -0.2071
T2 (model): 100 microsecond
omega*T2: 6.2832e+04 (no unit)
half-width at half-maximum: 1591.5 Hz
thick-plate peak displacement: 659.2 Hz
relative field displacement: 6.59 ppm
```
